# Choosing the angular grid for one-centre exchange-correlation in PAW

## Definitions and conventions

In the projector augmented-wave (PAW) method, each atom contributes a one-centre correction to the exchange-correlation energy,

$$\Delta E_{xc}=E_{xc}[n^1+n_c]-E_{xc}[\tilde n^1+\tilde n_c],$$

with both terms integrated inside a sphere of radius $r_c$. Here $n^1$ and $\tilde n^1$ are the true and smooth one-centre valence densities, and $n_c$ and $\tilde n_c$ are the core densities. Some implementations add the compensation charge to the smooth density in the second term; it has the same angular range as the valence density, so the analysis below is unchanged. The angular grid is the set of directions at which the integrands are evaluated. Two such grids are compared here: a product grid and a Lebedev grid.

Hartree atomic units and spin-unpolarised densities are used. The real spherical harmonics $Y_{LM}$ are orthonormal on the unit sphere, and $\Omega$ denotes a direction. Products of partial waves with angular momenta up to $l_{max}$ contain $L\le 2l_{max}$, so

$$n(r,\Omega)=\sum_{L\le 2l_{max}}\sum_M n_{LM}(r)\,Y_{LM}(\Omega).$$

An angular rule with $N$ nodes $\Omega_i$ and weights $w_i$ is

$$Q[f]=\sum_{i=1}^N w_i f(\Omega_i),\qquad \sum_i w_i=4\pi .$$

Its degree $p$ is the largest integer for which every $Y_{LM}$ with $L\le p$ is integrated exactly.

Let $f_{xc}(r,\Omega)$ be the true minus the smooth xc energy density. If all radii share one angular rule, the radial sum can be done first:

$$F(\Omega)=\int_0^{r_c}r^2f_{xc}(r,\Omega)\,dr,\qquad \Delta E_{xc}\approx Q[F].$$

The angular error is then that of one function on the sphere. If a program uses different rules at different radii, each shell has its own error and this reduction does not apply.

## The product grid

Write $x=\cos\theta$. The product grid takes $n_\theta$ Gauss-Legendre nodes $x_j$ with weights $\omega_j$, and azimuths $\phi_k=2\pi k/n_\phi$, $k=0,\dots,n_\phi-1$, identical on every ring. The combined weight is $2\pi\omega_j/n_\phi$.

The azimuthal part of $Y_{LM}$ is $\cos M\phi$ or $\sin|M|\phi$. The geometric series gives

$$\frac1{n_\phi}\sum_k e^{2\pi iMk/n_\phi}=\begin{cases}1,&M\text{ a multiple of }n_\phi,\\0,&\text{otherwise.}\end{cases}$$

For $L\le n_\phi-1$, $|M|$ is below $n_\phi$, so only $M=0$ survives, as in the true integral.

The remaining integrand is a polynomial $g(x)$. For degree at most $2n_\theta-1$, division by the Legendre polynomial $P_{n_\theta}$ gives $g=uP_{n_\theta}+v$, with $u$ and $v$ of degree at most $n_\theta-1$. The integral of $uP_{n_\theta}$ vanishes by orthogonality. Its quadrature vanishes because the nodes are the zeros of $P_{n_\theta}$. The weights are defined to integrate the interpolating polynomial, which reproduces $v$. Hence $g$ is integrated exactly.

Both limits are sharp:

- The function $P_{n_\theta}(x)^2$ has a positive integral but zero quadrature. Its components with $M=0$, $L<2n_\theta$ are exact, so $Y_{2n_\theta,0}$ must fail.
- The cosine harmonic with $L=|M|=n_\phi$ is proportional to $\sin^{n_\phi}\theta\cos n_\phi\phi$. The cosine equals 1 at every node, so the quadrature is nonzero while the integral is zero.

Therefore

$$p=\min(2n_\theta-1,\;n_\phi-1).$$

For odd $p$ the smallest choice is $n_\theta=(p+1)/2$, $n_\phi=p+1$, giving

$$N_{prod}=\frac{(p+1)^2}{2}.$$

Increasing one factor alone may leave the degree unchanged: $4\times8$ and $4\times12$ grids both have degree 7.

## The Lebedev grid

A Lebedev rule is unchanged by the 48 rotations and reflections of the cube. Suppose $g$ is one of these operations. It permutes nodes of equal weight, so $Q[f\circ g]=Q[f]$. Averaging over all 48 operations shows that the rule sees only the cubic-invariant part of $f$. Inversion removes every odd $L$. The remaining invariants give nonlinear equations for the node positions and weights, whose solutions are tabulated.

A parameter count explains the size of these rules. The number of harmonics up to $p$ is

$$\sum_{L=0}^p(2L+1)=(p+1)^2.$$

Each point supplies two angles and one weight. Equating $3N$ with $(p+1)^2$ gives

$$N_{Leb}\approx\frac{(p+1)^2}{3}.$$

This is an estimate, not a bound. Where it holds, the product grid needs about 1.5 times as many points at equal degree.

A rigorous lower bound follows from the polynomials of degree at most $t=\lfloor p/2\rfloor$ on the sphere, which form a space of dimension $(t+1)^2$. With fewer than $(t+1)^2$ nodes, some nonzero polynomial $h$ in this space vanishes at all of them. Then $Q[h^2]=0$, although $\int h^2d\Omega>0$. Since $h^2$ has degree at most $2t\le p$, this contradicts exactness. Hence

$$N\ge(\lfloor p/2\rfloor+1)^2.$$

The measured degrees and point counts include:

| $p$ | Product | Lebedev | Lower bound |
|---|---|---|---|
| 5 | 18 | 14 | 9 |
| 11 | 72 | 50 | 36 |
| 17 | 162 | 110 | 81 |
| 23 | 288 | 194 | 144 |
| 29 | 450 | 302 | 225 |

The ratio is 1.29 at $p=5$ and 1.49 at $p=29$. It does not rise steadily: at degrees not in the table it is 1.23 for $p=7$ (32 and 26 points), 1.32 for $p=13$ (98 and 74) and 1.37 for $p=19$ (200 and 146).

Some Lebedev rules have negative weights. In the 74-point rule, of degree 13, the smallest weight is $-0.030$ of the total $4\pi$. A positive function concentrated near such a node can then have a negative quadrature. Product-grid weights are positive, because Gauss-Legendre weights are: integrating the square of the polynomial that equals 1 at one node and 0 at the others gives that node's weight.

## What degree means for a nonlinear functional

Rotation mixes harmonics of the same $L$ but does not change $L$. A rule of degree $p$ is therefore exact, and independent of orientation, for every function whose harmonics stop at $L\le p$.

The power $n^k$, with integer $k$, has $L\le2kl_{max}$. For $l_{max}=2$, $n^2$ stops at $L=8$. For the smooth density of the model below, at $r=1$ bohr, $Q[n^2]$ varies over 300 rotations by about $0.02$ to $0.03$ bohr$^{-6}$ with either grid at $p=7$, but by less than $10^{-15}$ bohr$^{-6}$ at $p=9$.

Exchange in the local-density approximation (LDA) contains $n^{4/3}$ instead. At one radius, let $n_0$ be midway between the largest and smallest density on the sphere, and write $n=n_0(1+\eta)$. Then

$$n^{4/3}=n_0^{4/3}\left(1+\frac43\eta+\frac29\eta^2-\frac4{81}\eta^3+\cdots\right).$$

The coefficients are binomial: $\frac12\cdot\frac43\cdot\frac13=\frac29$ and $\frac16\cdot\frac43\cdot\frac13\cdot(-\frac23)=-\frac4{81}$. The term $\eta^k$ reaches $L=2kl_{max}$, and the series does not terminate. In general there is no highest $L$. Exceptions exist: a spherical density has only $L=0$, and if $n$ is the cube of a positive polynomial on the sphere, $n^{4/3}$ is a polynomial too.

If the density is positive everywhere on the sphere, the midpoint choice gives

$$|\eta|\le\frac{n_{max}-n_{min}}{n_{max}+n_{min}}<1,$$

so the remainder of the series falls at least geometrically with $k$. For the smooth model density at $r=1$ bohr, $n_{max}/n_{min}=3.66$, and the bound is $2.66/4.66=0.57$. The bound depends on radius; for the true density it reaches about 0.63, near $r=0.85$ bohr. If the density vanishes in some direction, the bound becomes 1 and this guarantee is lost.

The expansion suggests a starting value,

$$p\ge4l_{max},$$

which integrates all terms through second order in the anisotropy. It does not guarantee a given accuracy.

The same order count holds for a generalised-gradient functional that is analytic in $n$ and $|\nabla n|^2$ around the spherical density. The angular part of the squared gradient obeys

$$\nabla_\Omega\eta\cdot\nabla_\Omega\eta=\tfrac12\left[\nabla_\Omega^2(\eta^2)-2\eta\nabla_\Omega^2\eta\right],$$

by the product rule for the Laplacian. Since $\nabla_\Omega^2$ preserves $L$, this second-order term also stops at $4l_{max}$.

## The orientation error

Expand $F=\sum_{LM}F_{LM}Y_{LM}$ and define $q_{LM}=Q[Y_{LM}]$. A rotation $R$ of the atom's density replaces $F(\Omega)$ by $F(R^{-1}\Omega)$. With real orthogonal rotation matrices $D^L$,

$$Y_{LM}(R^{-1}\Omega)=\sum_{M'}D^L_{M'M}(R)Y_{LM'}(\Omega),$$

and the grid energy is

$$E_Q(R)=\sum_L\sum_{MM'}F_{LM}D^L_{M'M}(R)q_{LM'}.$$

Now average uniformly over all rotations. For $L>0$ the average of $D^L$ vanishes, because no nonzero vector in that irreducible representation is invariant. For $L=0$, $Y_{00}=1/\sqrt{4\pi}$ gives

$$F_{00}q_{00}=\left(\frac1{\sqrt{4\pi}}\int F\,d\Omega\right)\sqrt{4\pi}=\int F\,d\Omega .$$

The orientation average is the exact angular integral, so the remaining terms are the error.

The variance needs the average of two rotation matrices. For fixed $b$ and $d$, the matrix $A_{ac}=\langle D^L_{ab}D^{L'}_{cd}\rangle$ satisfies $D^L(S)A\,D^{L'}(S)^T=A$ for every rotation $S$, since the average is uniform. By Schur's lemma $A$ vanishes for $L\ne L'$ and is proportional to the identity for $L=L'$. Taking its trace and using $\sum_aD^L_{ab}D^L_{ad}=\delta_{bd}$ fixes the factor:

$$\langle D^L_{ab}D^{L'}_{cd}\rangle=\frac{\delta_{LL'}\delta_{ac}\delta_{bd}}{2L+1}.$$

With $F_L^2=\sum_MF_{LM}^2$ and $q_L^2=\sum_Mq_{LM}^2$, squaring the error and averaging gives

$$\sigma^2=\sum_{L>p}\frac{F_L^2q_L^2}{2L+1}.$$

Terms with $0<L\le p$ are absent because $q_L=0$. The formula separates the physics, $F_L$, from the grid, $q_L$.

### Refinement reduces the error but does not remove its cause

The addition theorem, $\sum_MY_{LM}(\Omega_i)Y_{LM}(\Omega_j)=\frac{2L+1}{4\pi}P_L(\cos\gamma_{ij})$, where $\gamma_{ij}$ is the angle between two nodes, gives

$$\frac{q_L^2}{2L+1}=\frac1{4\pi}\sum_{ij}w_iw_jP_L(\cos\gamma_{ij}).$$

For $|x|<1$, Laplace's integral

$$P_L(x)=\frac1\pi\int_0^\pi\left(x+i\sqrt{1-x^2}\cos\psi\right)^Ld\psi$$

tends to zero at large $L$, because the modulus of the bracket is below 1 except at the endpoints. Coincident nodes have $P_L(1)=1$, and opposite nodes have $P_L(-1)=1$ for even $L$. Lebedev grids contain opposite nodes of equal weight, as do product grids with even $n_\phi$. For large even $L$, therefore,

$$\frac{q_L^2}{2L+1}\longrightarrow\frac{2\sum_iw_i^2}{4\pi}=\frac{\sum_iw_i^2}{2\pi}>0.$$

Thus $q_L$ is nonzero for every sufficiently large even $L$. Any content of $F$ at such an $L$ makes the energy depend on orientation. Refinement makes this dependence small by moving the first failure to harmonics where $F_L$ is small.

## Symmetry that survives

A Lebedev energy is unchanged by any cubic operation aligned with the grid axes, whatever its degree. This is symmetry, not accuracy: the equivalent orientations share the same error.

The product grid singles out $z$. It preserves rotations about $z$ by multiples of $2\pi/n_\phi$, but in general not a quarter turn about $x$. In the model at $p=5$, that turn changes the energy evaluated with the Perdew-Burke-Ernzerhof (PBE) functional by $4.3\times10^{-4}$ hartree on the product grid. On the Lebedev grid the change is at rounding level. An unsuitable product grid can therefore split orientations that a cubic environment makes equivalent.

For a sixfold axis along $z$ the position is different. A product grid with $n_\phi$ divisible by 6 preserves that rotation. A Lebedev grid has no sixfold rotation axis in any orientation, since the rotations of the cube are only two-, three- and fourfold.

## A worked model

The model has $Z=4$, $r_c=1.2$ bohr and $l_{max}=2$. The hydrogenic 1s core and 2s orbital are doubly occupied, as is the mixed orbital $0.8p_z+0.6d_{xy}$. The p function is hydrogenic 2p, and the d radial function is proportional to $r^2e^{-3r}$, with $r$ in bohr. The density is prescribed, not self-consistent.

Inside $r_c$ each smooth valence function is $r^l(a_l+b_lr^2)$. Let $g_l=R_l/r^l$, where $R_l$ is the true radial function. Matching value and slope at $r_c$ requires

$$b_l=\frac{g_l'(r_c)}{2r_c},\qquad a_l=g_l(r_c)-b_lr_c^2.$$

There is no smooth core, so at $r_c$ the two total densities still differ by the core tail, by up to 3% in value and about 20% in gradient magnitude. With six electrons on $Z=4$, the model is a test density, not a dataset for a real atom. The one-centre correction is $-3.0424$ hartree with PBE, the full functional, and $-2.6829$ hartree with LDA exchange alone.

The error of the $3\times6$ product grid, of degree 5, can be estimated by hand from its first failing harmonic, $L=6$. Its polar nodes are $x=0$, with weight $8/9$, and $x=\pm\sqrt{0.6}$, with weight $5/9$ each. Only $M=0$ and the cosine harmonic with $|M|=6$ contribute.

For $M=0$, $Y_{60}=\sqrt{13/4\pi}\,P_6(x)$. The values $P_6(0)=-0.3125$ and $P_6(\pm\sqrt{0.6})=-0.344$ give

$$\sum_j\omega_jP_6(x_j)=\frac89(-0.3125)+\frac{10}9(-0.344)=-0.660,$$

$$q_{60}^2=(2\pi)^2\frac{13}{4\pi}(0.660)^2=17.8.$$

For $|M|=6$, the harmonic is $c\sin^6\theta\cos6\phi$. Normalisation requires

$$\frac1{c^2}=\pi\int_{-1}^1(1-x^2)^6dx=\pi\frac{2048}{3003},$$

so $c^2=0.467$. The polar sum is $\frac89+\frac{10}9(0.4)^3=0.960$, giving

$$q_{66}^2=(2\pi)^2(0.467)(0.960)^2=17.0.$$

Hence $q_6/\sqrt{13}=\sqrt{34.8/13}=1.64$. The PBE spectrum has $F_6=2.14\times10^{-3}$ hartree, so the leading error is

$$\sigma\approx1.64\times2.14\times10^{-3}=3.5\times10^{-3}\ \text{hartree}.$$

The sum through $L=40$ gives $3.55\times10^{-3}$ hartree. Direct evaluation for 300 random rotations gives $3.61\times10^{-3}$ hartree, or 98 meV. This is about 0.12% of the one-centre correction, but nearly all of that correction is already given by the spherically averaged densities ($-3.0105$ hartree), which any grid integrates exactly. Relative to the aspherical remainder, $-0.032$ hartree, the error is about 11%.

The predicted root-mean-square (rms) PBE errors, in $10^{-3}$ hartree and summed through $L=40$, are listed below. Extending the sum to $L=56$ raises the $p=23$ entries by up to 1%, the product value to 0.0056.

| $p$ | Product | Lebedev |
|---|---|---|
| 5 | 3.55 | 4.03 |
| 11 | 0.149 | 0.183 |
| 17 | 0.027 | 0.033 |
| 23 | 0.0055 | 0.0064 |

At these four degrees the product grid is slightly more accurate in this model, but it uses more points. This is not a rule: at $p=21$ the Lebedev error, $8.5\times10^{-6}$ hartree, is slightly below the product error, $8.8\times10^{-6}$ hartree. At an equal cost of 50 points the order of the table reverses: with 50 points, the Lebedev grid has degree 11 and error $1.8\times10^{-4}$ hartree, while the $5\times10$ product grid has degree 9 and error $3.5\times10^{-4}$ hartree. The 74-point Lebedev rule, of degree 13 and with negative weights, is an exception. Its error, $1.9\times10^{-4}$ hartree, exceeds that of the 72-point product grid of degree 11 and is no smaller than that of the 50-point Lebedev rule. A higher degree therefore need not lower the error at every step.

Degree requirements also depend on the functional. From $L=6$ to $L=24$, $F_L$ falls from $2.8\times10^{-3}$ to $1.9\times10^{-7}$ hartree for LDA exchange, but from $2.1\times10^{-3}$ to $6.8\times10^{-6}$ hartree for PBE. The comparison does not identify the cause, since PBE differs from LDA exchange both in its gradient dependence and in including correlation.

The numerical check tests the variance formula against directly rotated densities for both grids at $p=5$ and $p=11$, within sampling error.

## Choosing the setting

The evaluation proceeds as follows:

1. Choose $p$ and construct the nodes and weights.
2. At every radius and direction, sum the harmonic expansions of the true and smooth densities, with their cores. For a gradient functional, evaluate their gradients too.
3. Evaluate the two xc energy densities and subtract them.
4. Sum with the angular weights and the radial weights, including $r^2$.

Use the same angular rule for both densities. Wherever they and their gradients agree, the integrands then cancel point by point.

Start from $p\ge4l_{max}$, then increase $p$ until the orientation error is small compared with the energy difference of interest. For the model, among the Lebedev rules and the smallest product grids of each degree, an rms PBE error below $10^{-4}$ hartree is first reached at $p=15$, with 86 Lebedev points (error $5.4\times10^{-5}$ hartree) or 128 product points (error $4.5\times10^{-5}$ hartree). The margin is narrow for product grids: the $7\times14$ grid of degree 13 gives $1.02\times10^{-4}$ hartree, and the $8\times12$ grid, of degree only 11 and with 96 points, gives $9.9\times10^{-5}$ hartree. The degree alone does not fix the error. These numbers should not be transferred to another atom without a check, because $F_L$ depends on its density.

If the program exposes the one-centre energy, rotate a fixed density through several general angles and record the spread. The rms is not a bound for a given orientation: with the model density aligned to the grid axes, the PBE error is $-1.5\times10^{-2}$ hartree for 14 Lebedev points and $4.2\times10^{-4}$ hartree for 50, which are 3.8 and 2.3 times the rms. Quarter turns about the grid axes are unsuitable for testing a Lebedev grid, since they leave its error unchanged. If only the total energy is available, its change on rotation may include errors from other grids or basis sets. Varying $p$ at each fixed orientation then isolates the sensitivity to this setting.

Lebedev is usually the economical choice for general orientations, as judged by the point counts and the 50-point comparison; the 74-point rule is an exception in the model. A product grid is useful when an arbitrary degree, positive weights or a particular rotation axis along $z$ matters more. Energies to be subtracted should use the same rule. Their angular errors cancel fully if the atom's density and orientation are the same in both calculations, but need not cancel if either changes.

## Calculated quantities

```
Z = 4.0, d exponent = 3.0 1/bohr, r_c = 1.2 bohr
electrons in the full true density = 6.000000
measured degree: product points, Lebedev points, lower bound, ratio
  p= 5:   18   14    9 1.286
  p= 7:   32   26   16 1.231
  p= 9:   50   38   25 1.316
  p=11:   72   50   36 1.440
  p=13:   98   74   49 1.324
  p=17:  162  110   81 1.473
  p=23:  288  194  144 1.485
  p=29:  450  302  225 1.490
smallest weight/(4 pi), 74-point Lebedev = -0.02959
Lebedev 50: mean even-L pair sum / (2 sum w^2) = 0.9979
product 72: mean even-L pair sum / (2 sum w^2) = 0.9977
squared smooth density at r = 1 bohr: max-min over rotations (bohr^-6)
  product: p=7 2.44e-02, p=9 5.6e-16
  Lebedev: p=7 2.77e-02, p=9 5.6e-16
smooth density at r = 1 bohr, max/min = 3.66
LDA-x: one-centre correction = -2.68294980 hartree
  F_L (hartree), L=6,12,18,24: 2.82e-03, 4.33e-05, 2.75e-06, 1.93e-07
PBE: one-centre correction = -3.04240523 hartree
  F_L (hartree), L=6,12,18,24: 2.14e-03, 1.21e-04, 2.88e-05, 6.78e-06
PBE change, 24 to 36 radii = 9.4e-10 hartree
predicted rms orientation error (hartree): LDA-x, PBE
  product p= 5: 4.67e-03, 3.55e-03
  product p=11: 4.95e-05, 1.49e-04
  product p=17: 2.48e-06, 2.69e-05
  product p=23: 1.49e-07, 5.54e-06
  Lebedev p= 5: 5.39e-03, 4.03e-03
  Lebedev p=11: 6.24e-05, 1.83e-04
  Lebedev p=17: 2.98e-06, 3.28e-05
  Lebedev p=23: 1.71e-07, 6.36e-06
  product 5x10 (50 points, p=9), PBE: 3.50e-04
PBE, 300 random rotations: sampled rms, max-min (hartree); rms (meV)
  product p= 5: 3.61e-03, 1.98e-02; 98.0997
  product p=11: 1.48e-04, 8.04e-04; 4.0388
  Lebedev p= 5: 4.36e-03, 2.36e-02; 118.5709
  Lebedev p=11: 1.74e-04, 7.73e-04; 4.7400
quarter turn about x, product p=5: PBE change = 4.31e-04 hartree
quarter turn about x, Lebedev p=5: PBE change = 8.85e-17 hartree
```

The molecular numbers use the small basis STO-3G and are not converged values.
